# Moment-Corrected Matsubara Sums of the Local Green Function

## 1. What symmetry and dimensions allow

A fermionic level at energy $x$ from the chemical potential has occupation $f(x)=1/(e^{x/T}+1)$, where $T$ denotes $k_B$ times the temperature. Since $f(x)+f(-x)=1$, the quantity $f(x)-\tfrac12$ is odd in $x$. A frequency sum that treats $\omega$ and $-\omega$ alike respects this symmetry, so the part lost by cutting the sum off at a frequency $\Omega$ is also odd in $x$.

The lost part is dimensionless. If $\Omega\gg T$, the omitted frequencies, spaced by $2\pi T$, may be treated as a continuum, and $T$ drops out at leading order. For $\Omega\gg|x|$ the lost part in this continuum approximation (discreteness adds relative corrections of order $T^2/\Omega^2$ to each term) must have the form

$$
c_1\frac{x}{\Omega}+c_3\frac{x^3}{\Omega^3}+\cdots .
$$

Averaged over the Brillouin zone, the first term needs the mean of $x$. Once it is removed analytically, the error falls from order $\Omega^{-1}$ to order $\Omega^{-3}$. The energy carries one more factor of $x$, so its slow term needs the mean of $x^2$. The zone averages of $H(\mathbf k)$ and $H(\mathbf k)^2$ therefore serve different purposes: the first corrects the density, and both together correct the energy. It remains to find the coefficients, a bound on the error and the conditions of validity.

## 2. Definitions and the value of the sum

Let $H(\mathbf k)$ be a Hermitian matrix in an orthonormal orbital basis, without interactions. Set $K=H-\mu$ and let $\langle\cdots\rangle$ be the average over a fixed uniform $\mathbf k$ mesh. With $\hbar=1$,

$$
G(i\omega_n)=\left\langle (i\omega_n-K)^{-1}\right\rangle,\qquad
\omega_n=(2n+1)\pi T,\qquad M_p=\langle K^p\rangle .
$$

Because $\mu$ is a number, the first two moments follow from the averages of $H$ and $H^2$:

$$
M_1=\langle H\rangle-\mu,\qquad M_2=\langle H^2\rangle-2\mu\langle H\rangle+\mu^2 .
$$

The targets are the density matrix $\rho=\langle f(K)\rangle$ and the energy matrix $W=\langle Kf(K)\rangle$, both per spin.

To connect them with $G$, consider $g(\tau)=-[1-f(x)]e^{-x\tau}$ on $0<\tau<1/T$, continued antiperiodically. Its Fourier coefficients are

$$
\int_0^{1/T}\!d\tau\,e^{i\omega_n\tau}g(\tau)
=-[1-f(x)]\frac{e^{(i\omega_n-x)/T}-1}{i\omega_n-x}
=\frac{1}{i\omega_n-x}.
$$

The last step uses $e^{i\omega_n/T}=-1$ and $1-f=1/(1+e^{-x/T})$. Hence $g(\tau)=T\sum_n e^{-i\omega_n\tau}/(i\omega_n-x)$. The occupation is the limit of $g$ as $\tau\to0$ from below. By antiperiodicity,

$$
g(0^-)=-g(1/T^-)=[1-f(x)]e^{-x/T}=f(x),
$$

so that

$$
T\sum_n\frac{e^{i\omega_n0^+}}{i\omega_n-x}=f(x). \tag{1}
$$

Without the convergence factor, a symmetric sum gives the mean of the two limits at the jump of the Fourier series:

$$
\lim_{N\to\infty}T\sum_{n=-N}^{N-1}\frac1{i\omega_n-x}
=\frac{g(0^+)+g(0^-)}2=\frac{-(1-f)+f}{2}=f(x)-\frac12 . \tag{2}
$$

The $1/(i\omega)$ tail therefore does not slow a symmetric sum. Its terms cancel in pairs, and the sum converges to a value that is too small by $\tfrac12$ per orbital. Slow convergence comes from the next term.

## 3. The tail and its analytic sums

Multiplying out $(i\omega-K)\left[1/(i\omega)+K/(i\omega)^2\right]=1-K^2/(i\omega)^2$ and applying $(i\omega-K)^{-1}$ gives an identity with an explicit remainder:

$$
(i\omega-K)^{-1}=\frac1{i\omega}+\frac{K}{(i\omega)^2}+\frac{K^2(i\omega-K)^{-1}}{(i\omega)^2}.
$$

The remainder begins with $K^2/(i\omega)^3$. Averaging over the mesh yields

$$
G(i\omega)=\frac1{i\omega}+\frac{M_1}{(i\omega)^2}+\frac{M_2}{(i\omega)^3}+\frac{M_3}{(i\omega)^4}+\cdots .
$$

The energy can also be obtained from the local function, since

$$
\left\langle K(i\omega-K)^{-1}\right\rangle
=\left\langle [i\omega-(i\omega-K)](i\omega-K)^{-1}\right\rangle
=i\omega G(i\omega)-1 . \tag{3}
$$

Its tail is $M_1/(i\omega)+M_2/(i\omega)^2+\cdots$, with every moment raised by one order.

Two analytic sums are needed. Equation (1) at $x=0$ gives

$$
T\sum_n\frac{e^{i\omega_n0^+}}{i\omega_n}=\frac12 .
$$

For the second, pair $\omega_n$ with $-\omega_n$:

$$
\frac1{i\omega-x}+\frac1{-i\omega-x}=-\frac{2x}{\omega^2+x^2}. \tag{4}
$$

Equation (2) then reads $f(x)-\frac12=-2T\sum_{n\ge0}x/(\omega_n^2+x^2)$. Divide by $x$ and let $x\to0$. The limit may be taken term by term because each term is bounded by $1/\omega_n^2$, whose sum converges. The left side becomes $f'(0)=-1/(4T)$, so

$$
T\sum_n\frac1{(i\omega_n)^2}=-2T\sum_{n\ge0}\frac1{\omega_n^2}=-\frac1{4T}. \tag{5}
$$

The term $M_2/(i\omega)^3$ is odd in $\omega$ and vanishes in a symmetric sum. Subtracting it would not change the density.

## 4. The algorithm

Subtract the first two tail terms inside the finite sum and add their complete sums outside. Since $G(-i\omega)=G(i\omega)^\dagger$, only positive frequencies need be computed. With $A_n=i\omega_nG(i\omega_n)-1$,

$$
\rho_N=\frac12-\frac{M_1}{4T}
+T\sum_{n=0}^{N-1}\left[G(i\omega_n)+G(i\omega_n)^\dagger+\frac{2M_1}{\omega_n^2}\right], \tag{6}
$$

$$
W_N=\frac{M_1}{2}-\frac{M_2}{4T}
+T\sum_{n=0}^{N-1}\left[A_n+A_n^\dagger+\frac{2M_2}{\omega_n^2}\right]. \tag{7}
$$

The plus signs inside the brackets arise from subtracting $M_p/(i\omega)^2=-M_p/\omega^2$ at both $\omega$ and $-\omega$. The subtracted $1/(i\omega)$ terms have cancelled between the two.

The procedure has four steps.

1. Build $K(\mathbf k)$ on the mesh and average $K$ and $K^2$.
2. For each positive frequency, invert $i\omega_n-K(\mathbf k)$ and average over the mesh.
3. Accumulate the brackets in (6) and (7).
4. Add the analytic terms. The energy measured from the zero of $H$ is $\operatorname{tr}W+\mu\operatorname{tr}\rho$.

By (5), the two $M_1$ terms in (6) combine to

$$
-M_1\left[\frac1{4T}-2T\sum_{n<N}\frac1{\omega_n^2}\right]
=-2TM_1\sum_{n\ge N}\frac1{\omega_n^2}. \tag{8}
$$

The correction thus supplies the leading part of the frequencies that were left out. The term $-M_1/(4T)$ is large at low temperature, but it is largely compensated by the finite sum.

At high frequencies, equation (3) subtracts the unit matrix from a matrix close to it. In double precision this leaves a small absolute rounding error $\delta$ in each $A_n$, of order $10^{-15}$ for the model of Section 7. A worst-case estimate for the accumulated error is $2TN\delta$, far below the truncation errors considered here.

## 5. Truncation error

### Without the moment correction

Suppose that only the missing $\tfrac12$ is restored. By (4), the exact value minus the sum is, for one eigenvalue,

$$
-2T\sum_{n\ge N}\frac{x}{\omega_n^2+x^2}
\simeq-\frac{2Tx}{(2\pi T)^2}\sum_{n\ge N}\frac1{(n+\frac12)^2}
\simeq-\frac{x}{2\pi^2TN}.
$$

The first approximation requires $\omega_N\gg|x|$. The second replaces the sum by $\int_N^\infty ds\,s^{-2}=1/N$. This is the midpoint rule, with a relative error of order $N^{-2}$. Summing over eigenvalues and averaging over the mesh gives a density error

$$
-\frac{\operatorname{tr}M_1}{2\pi^2TN}=-\frac{\operatorname{tr}M_1}{\pi\Omega},
\qquad \Omega=2\pi TN. \tag{9}
$$

The corresponding energy error has $M_2$ in place of $M_1$.

### With the moment correction

Each omitted pair now contributes

$$
-\frac{2x}{\omega^2+x^2}+\frac{2x}{\omega^2}
=2x\,\frac{-\omega^2+\omega^2+x^2}{\omega^2(\omega^2+x^2)}
=\frac{2x^3}{\omega^2(\omega^2+x^2)}. \tag{10}
$$

Dropping $x^2$ from the denominator can only increase the magnitude, so the error for one eigenvalue is at most

$$
2T|x|^3\sum_{n\ge N}\frac1{\omega_n^4}
=\frac{2T|x|^3}{(2\pi T)^4}\sum_{n\ge N}\frac1{(n+\frac12)^4}.
$$

The function $s^{-4}$ is convex, so its value at the midpoint of $[n,n+1]$ does not exceed its average there. The last sum is therefore at most $\int_N^\infty ds\,s^{-4}=1/(3N^3)$. The prefactor is $2/(16\cdot3)=1/24$, and for every $N\ge1$

$$
\left|\operatorname{tr}(\rho-\rho_N)\right|\le
\frac{\operatorname{tr}\langle|K|^3\rangle}{24\pi^4T^3N^3}. \tag{11}
$$

For the energy, (10) is multiplied by $x$. The numerator becomes $2x^4\ge0$, which fixes the sign of the error:

$$
0\le\operatorname{tr}(W-W_N)\le
\frac{\operatorname{tr}M_4}{24\pi^4T^3N^3}. \tag{12}
$$

The corrected $\operatorname{tr}W_N$, the energy measured from $\mu$, therefore approaches the mesh result from below. The energy measured from the zero of $H$ has the error $\operatorname{tr}(W-W_N)+\mu\operatorname{tr}(\rho-\rho_N)$, whose sign depends on where that zero is placed. The density error has no such fixed sign, because eigenvalues on opposite sides of $\mu$ contribute with opposite signs.

For $N\gg1$ and $\Omega$ well above all $|x|$, the leading density error is

$$
\operatorname{tr}(\rho-\rho_N)\simeq
\frac{\operatorname{tr}M_3}{24\pi^4T^3N^3}
=\frac{\operatorname{tr}M_3}{3\pi\Omega^3}, \tag{13}
$$

provided $\operatorname{tr}M_3\ne0$. This confirms the form found in Section 1, with $c_1=-1/\pi$ before correction and $c_3=1/(3\pi)$ after it. At fixed accuracy the cutoff $\Omega$ is fixed, so the number of frequencies still grows as $1/T$. The correction lowers the required cutoff but does not remove this growth.

### Two limits

When $T\gg|x|$ for all eigenvalues, the analytic terms alone suffice at leading order. The expansion

$$
f(x)=\frac12-\frac12\tanh\frac{x}{2T}=\frac12-\frac{x}{4T}+\frac{x^3}{48T^3}-\cdots
$$

shows that $\frac12-M_1/(4T)$ is the beginning of the high-temperature series. The frequency sum supplies the rest.

The opposite case is a cutoff below the band energies. Dividing the magnitude of (10) by that of (4) gives $x^2/\omega^2$. The correction reduces an omitted term if $\omega>|x|$ and enlarges it if $\omega<|x|$. A safe condition for improvement at each eigenvalue is thus $\omega_N>|x|$. If $T$ is lowered at fixed $N$, this condition eventually fails and the correction can do harm.

## 6. Moments from real space, and aliasing

Write $H(\mathbf k)=\sum_{\mathbf R}H(\mathbf R)e^{i\mathbf k\cdot\mathbf R}$, with $H(-\mathbf R)=H(\mathbf R)^\dagger$ and $\mathbf R$ in units of the lattice vectors. On an $L\times L$ mesh containing $\mathbf k=0$, the average of $e^{i\mathbf k\cdot\mathbf R}$ is 1 if both components of $\mathbf R$ are multiples of $L$, and 0 otherwise.

For nearest-neighbour hopping, $\langle H\rangle=H(\mathbf 0)$ once $L\ge2$. The square contains the phases $e^{i\mathbf k\cdot(\mathbf R+\mathbf R')}$, whose components reach $\pm2$. For $L\ge3$ only $\mathbf R'=-\mathbf R$ survives, and

$$
\langle H^2\rangle=\sum_{\mathbf R}H(\mathbf R)H(\mathbf R)^\dagger. \tag{14}
$$

A $3\times3$ mesh thus gives both moments of the infinite lattice. For $L=2$, the choice $\mathbf R'=\mathbf R$ also survives, because $2\mathbf R$ is a multiple of $L$. The false contribution is

$$
\delta M_2=\sum_{\mathbf R\ne0}H(\mathbf R)^2 .
$$

By the energy counterpart of (8), using $M_2+\delta M_2$ instead of $M_2$ changes $\operatorname{tr}W_N$ by

$$
-2T\operatorname{tr}\delta M_2\sum_{n\ge N}\frac1{\omega_n^2}
\simeq-\frac{\operatorname{tr}\delta M_2}{2\pi^2TN}. \tag{15}
$$

A wrong $M_2$ leaves the limit $N\to\infty$ unchanged, but it brings back the slow $1/N$ convergence. A wrong $M_1$ has the same effect on the density. In the energy it does lasting damage: the term $M_1/2$ in (7) stands outside the sum, so $\operatorname{tr}W_N$ stays shifted by half the trace of the error in $M_1$, however large $N$ is. Moments averaged on the same mesh as $G$ avoid this mismatch.

## 7. A two-orbital lattice

Take a square lattice with two orbitals per cell and no inversion symmetry. With $c=\cos k_x+\cos k_y$,

$$
H=\begin{pmatrix}
-2t_1c & v_0+2iv_1\sin k_x\\
v_0-2iv_1\sin k_x & \epsilon_2-2t_2c
\end{pmatrix}.
$$

The parameters are $\epsilon_2=1$, $t_1=0.5$, $t_2=0.2$, $v_0=0.3$, $v_1=0.2$, $\mu=-0.2$ and $T=0.05$, all in eV. The mesh is $32\times32$. Reference values come from diagonalizing $K(\mathbf k)$ on the same mesh and applying the Fermi function, so differences from them measure the frequency error alone.

**Moments.** The on-site block gives $M_1$ the diagonal elements $0-(-0.2)=0.2$ and $1-(-0.2)=1.2$ eV, with off-diagonal element 0.3 eV. For the second moment, (14) applied to $K$ gives

$$
(M_2)_{11}=0.2^2+v_0^2+4t_1^2+2v_1^2
=0.04+0.09+1.00+0.08=1.21\ \text{eV}^2,
$$

$$
(M_2)_{22}=1.2^2+v_0^2+4t_2^2+2v_1^2
=1.44+0.09+0.16+0.08=1.77\ \text{eV}^2 .
$$

Hence $\operatorname{tr}M_1=1.40$ eV and $\operatorname{tr}M_2=2.98$ eV².

**Density.** At $N=512$ the bare symmetric sum of $\operatorname{tr}G$ is $-0.5311$. A negative density is impossible; the two missing halves raise it to 0.4689, against the reference 0.4661. The remaining difference agrees with (9). Here $2\pi^2TN=505.3$ eV, and $-1.40/505.3=-2.77\times10^{-3}$.

The moment correction reduces this error to $9.244\times10^{-8}$. Equation (13), with $\operatorname{tr}M_3=3.626$ eV³, predicts $9.245\times10^{-8}$, while (11) gives the upper bound $1.21\times10^{-7}$. The errors, exact minus sum, develop as follows:

| $N$ | density, uncorrected | density, corrected | energy, corrected (eV) |
|---|---|---|---|
| 8 | $-1.6\times10^{-1}$ | $1.9\times10^{-2}$ | $4.2\times10^{-2}$ |
| 32 | $-4.4\times10^{-2}$ | $3.7\times10^{-4}$ | $8.4\times10^{-4}$ |
| 128 | $-1.1\times10^{-2}$ | $5.9\times10^{-6}$ | $1.3\times10^{-5}$ |
| 512 | $-2.8\times10^{-3}$ | $9.2\times10^{-8}$ | $2.1\times10^{-7}$ |

Between $N=256$ and 512 the measured decay powers are 1.000 without correction and 3.000 with it. At $N=8$ the cutoff is only $2\pi(0.05)(8)=2.5$ eV, and the cubic law is not yet accurate: from 8 to 32 the density error falls by a factor of 50 rather than 64.

**Number of frequencies.** For a density error of $10^{-6}$, (9) requires

$$
N\simeq\frac{1.40}{2\pi^2(0.05)(10^{-6})}\simeq1.42\times10^6
$$

without correction. With $\operatorname{tr}\langle|K|^3\rangle=4.738$ eV³, the bound (11) guarantees the same accuracy for

$$
N\ge\left[\frac{4.738}{24\pi^4(0.05)^3(10^{-6})}\right]^{1/3},
$$

that is, for $N=254$. The actual error there is $7.6\times10^{-7}$, below the target as it must be. Since 254 is a guaranteed rather than a minimal $N$, the saving for this model and this target is at least a factor of about 5600.

**Temperature.** Doubling $T$ to 0.1 eV and halving $N$ to 256 keeps $\Omega=160.8$ eV. The density error is again $9.24\times10^{-8}$, although the density itself depends on temperature. This is the cutoff scaling in (13).

**Energy.** The reference is $\operatorname{tr}W=-0.3609$ eV. The band energy follows as $-0.36094+(-0.2)(0.46612)=-0.45416$ eV per cell and spin. All energy errors in the last column are positive, as (12) requires.

**Aliased moment.** On a $2\times2$ mesh, each of the two hops along $x$ adds $t_1^2+t_2^2-2v_1^2=0.21$ eV² to $\operatorname{tr}M_2$, and each of the two along $y$ adds $t_1^2+t_2^2=0.29$ eV². Thus $\operatorname{tr}\delta M_2=1.00$ eV², which accounts for the computed 3.98 instead of 2.98 eV². Equation (15) predicts an energy shift of $-1.00/505.3=-1.98\times10^{-3}$ eV at $N=512$, in agreement with the numerical output. One wrong moment has made the energy error about ten thousand times larger.

## 8. What the correction leaves untouched

The bounds refer to the result on a fixed mesh, not to the infinite crystal. Relative to a $256\times256$ mesh, the $32\times32$ density is too small by $5.8\times10^{-5}$. At $N=64$ the frequency error, $4.7\times10^{-5}$, is already smaller than this, but both errors lower the density and add to about $1.0\times10^{-4}$. Further frequencies can reduce this total only to $5.8\times10^{-5}$ unless the mesh is refined as well.

Correct moments do not imply a converged mesh. The $3\times3$ mesh reproduces $M_1$ and $M_2$, yet its density is 0.555, about 19% above the fine-mesh value of 0.466. A polynomial that approximates the Fermi function over the whole band contains higher powers of $K$, whose longer hopping paths are aliased on so small a mesh.

Interactions alter the tail. Suppose a local self-energy has the expansion $\Sigma(i\omega)=\Sigma_\infty+S/(i\omega)+\cdots$, with Hermitian $\Sigma_\infty$ and $S$, and set $K'=K+\Sigma_\infty$. Repeated substitution in the inverse gives

$$
\left[i\omega-K'-\frac{S}{i\omega}-\cdots\right]^{-1}
=\frac1{i\omega}+\frac{K'}{(i\omega)^2}+\frac{K'^2+S}{(i\omega)^3}+\cdots .
$$

The term $K'^2$ comes from two insertions of $K'$, and $S$ from a single insertion that already carries a factor $1/(i\omega)$. The moments become $\langle K'\rangle$ and $\langle K'^2\rangle+S$; a numerical test with a one-pole self-energy confirms both. Equation (6) remains usable with the new first moment, and its error is still of order $N^{-3}$ if the expansion continues to fourth order in $1/(i\omega)$. The explicit bound (11), however, was derived for a Hermitian $K$ independent of frequency and does not carry over.

The energy formula (7) does not carry over either. With a self-energy, $i\omega G-1$ equals $\langle(K+\Sigma)(i\omega-K-\Sigma)^{-1}\rangle$, which mixes one-body and interaction contributions. The one-body energy must then be summed from $\langle K(i\omega-K-\Sigma)^{-1}\rangle$, with tail coefficients derived for that product.

## Computed values

```
orbital energies: 0.0, 1.0 eV; mu = -0.2 eV; T = 0.05 eV
hoppings t1, t2: 0.5, 0.2 eV; hybridization v0, v1: 0.3, 0.2 eV
mesh: 32 x 32; largest N: 512
M1 elements 11, 22, 12: 0.2000, 1.2000, 0.3000 eV
M2 elements 11, 22, 12: 1.2100, 1.7700, 0.4200 eV^2
tr M1 = 1.4000 eV; tr M2 = 2.9800 eV^2
tr M3 = 3.6260 eV^3; tr M4 = 8.1750 eV^4
tr <|K|^3> = 4.7378 eV^3
density, diagonalization: 0.46611722 per cell and spin
density, corrected sum, N=512: 0.46611713
bare sum of tr G, N=512: -0.531112
rho elements 11, 22, 12: 0.434407, 0.031710, -0.082618
tr <K f(K)>, diagonalization: -0.36093879 eV
tr <K f(K)>, corrected sum, N=512: -0.36093900 eV
band energy tr <H f>: -0.454162 eV
exact minus sum; plain = only the 1/(iw) term treated
N | density plain | density corrected | energy plain, corrected (eV)
8 | -1.585e-01 | 1.856e-02 | -3.353e-01, 4.166e-02
16 | -8.583e-02 | 2.801e-03 | -1.823e-01, 6.306e-03
32 | -4.395e-02 | 3.709e-04 | -9.351e-02, 8.360e-04
64 | -2.212e-02 | 4.709e-05 | -4.707e-02, 1.061e-04
128 | -1.108e-02 | 5.909e-06 | -2.358e-02, 1.332e-05
256 | -5.540e-03 | 7.393e-07 | -1.179e-02, 1.667e-06
512 | -2.770e-03 | 9.244e-08 | -5.897e-03, 2.084e-07
leading-term density error, plain, N=512: -2.771e-03
leading-term density error, corrected, N=512: 9.245e-08
density error bound, corrected, N=512: 1.208e-07
decay powers, density plain, corrected: 1.000, 3.000; energy corrected: 3.000
cutoff 2 pi T N at N=512: 160.85 eV
density error at T=0.1 eV, N=256: 9.244e-08
N for density error 1e-06: plain 1418497, corrected 254
actual corrected error at N=254: 7.569e-07
tr M2 from 3x3 mesh: 2.9800 eV^2; from 2x2 mesh: 3.9800 eV^2
energy sum minus exact with 2x2 M2, N=512: -1.979e-03 eV
density on 3x3 mesh: 0.555395; on 256x256: 0.46617490
mesh error of density, 32x32: -5.768e-05
```
